\section*{Orbital Radius of Selenium in Silicon from Its Charge-Level Separation}

\section*{Problem}

Selenium on a silicon site is a double donor. Its two charge levels are separated by $U=286$ meV. Assume that both electrons of the neutral donor occupy one hydrogenic 1s orbital, and that their repulsion is screened by the bulk permittivity of silicon.

\begin{enumerate}
\item Find the orbital radius that this separation implies.
\item Decide whether an orbital of that size permits effective-mass theory.
\item Find how far the radius moves when the orbital relaxes or the screening is incomplete.
\end{enumerate}

Use these rough typical values for silicon: relative permittivity $\varepsilon=11.7$, lattice constant $0.543$ nm, longitudinal and transverse masses $\mu_l=0.92$ and $\mu_t=0.19$ in units of the electron mass $m_e$, gap $1.1$ eV, and conduction-band minima at $0.85$ of the distance from $\Gamma$ to X.

\section*{Solution}

\subsection*{From level separation to repulsion}

Let $I_1$ and $I_2$ be the energies needed to lift the first and the second electron to the conduction-band edge. With the bare centre D$^{2+}$ as zero of energy, $E(\mathrm{D}^+)=-I_2$ and $E(\mathrm{D}^0)=-I_1-I_2$, so
\begin{equation}
U=I_2-I_1=E(\mathrm{D}^0)-2E(\mathrm{D}^+).
\end{equation}
This is the cost of moving an electron from one D$^+$ to another, distant one. The atoms are held fixed throughout.

Let $h$ be the one-electron energy operator. If the orbital $\phi$ is the same in both charge states, then $E(\mathrm{D}^+)=\langle h\rangle$ and $E(\mathrm{D}^0)=2\langle h\rangle+J$, where $J$ is the mutual repulsion of two clouds $|\phi|^2$. There is no exchange term, because the two electrons have opposite spins. Hence $U=J$.

\subsection*{Repulsion of two 1s clouds}

The density is $n(r)=e^{-2r/a}/(\pi a^3)$, where $a$ is the decay length of the amplitude. The probability density for a separation vector of length $s$ is the overlap of two such densities with centres $s$ apart. Let $r_1,r_2$ be the distances from the two centres, and set $r_1+r_2=s\xi$, $r_1-r_2=s\eta$. The volume element is $(s^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$. With $x=2s/a$,
\begin{align}
P(s)&=\frac{1}{\pi^2a^6}\,\frac{s^3}{8}\,2\pi\int_1^\infty\! d\xi\,e^{-x\xi}\int_{-1}^{1}(\xi^2-\eta^2)\,d\eta\nonumber\\
&=\frac{s^3}{4\pi a^6}\int_1^\infty e^{-x\xi}\left(2\xi^2-\tfrac23\right)d\xi\nonumber\\
&=\frac{s^3}{4\pi a^6}\,e^{-x}\left(\frac{4}{3x}+\frac{4}{x^2}+\frac{4}{x^3}\right)
=\frac{(x^2+3x+3)e^{-x}}{24\pi a^3}.
\end{align}
The last step uses $s^3/x^3=a^3/8$. Multiplying by $4\pi s^2=\pi a^2x^2$ gives the distribution of distances,
\begin{equation}
p(s)=\frac{x^2(x^2+3x+3)e^{-x}}{24a}.
\end{equation}
Since $ds=a\,dx/2$ and $1/s=2/(ax)$,
\begin{equation}
\left\langle\frac1s\right\rangle=\frac{1}{24a}\int_0^\infty(x^3+3x^2+3x)e^{-x}dx=\frac{6+6+3}{24a}=\frac{5}{8a}.
\end{equation}
Therefore
\begin{equation}
J=\frac58\,\frac{e^2}{4\pi\varepsilon_0\varepsilon a},\qquad
a=\frac{5e^2}{32\pi\varepsilon_0\varepsilon U}.
\end{equation}
With $C=e^2/(4\pi\varepsilon_0\varepsilon)=0.12307$ eV nm,
\begin{equation}
a=\frac{5\times0.12307}{8\times0.286}\ \mathrm{nm}=0.27\ \mathrm{nm}=2.7\ \text{\AA}.
\end{equation}
The mean distance from the nucleus is $3a/2=0.40$ nm. The bond length is $0.235$ nm, and $a$ is half a lattice constant.

\subsection*{What effective-mass theory predicts}

For one valley and central charge $Z$, take the trial function $\psi\propto e^{-\sigma}$ with $\sigma^2=(x^2+y^2)/a_t^2+z^2/a_l^2$, where $x,y,z$ are now Cartesian coordinates. In the scaled coordinates $x/a_t$, $y/a_t$, $z/a_l$ the function is spherical, and its mean squared gradient is 1, one third from each direction. The kinetic energy is therefore $A/a_t^2$, with
\begin{equation}
A=\frac{\hbar^2}{2m_e}\left(\frac{2}{3\mu_t}+\frac{1}{3\mu_l\beta^2}\right),\qquad \beta=\frac{a_l}{a_t}.
\end{equation}
For the attraction, $\langle1/\sigma\rangle=\int_0^\infty4\sigma e^{-2\sigma}d\sigma=1$. With $u$ the cosine of the polar angle in scaled space, the angular average is
\begin{equation}
\int_0^1\frac{du}{\sqrt{a_t^2-(a_t^2-a_l^2)u^2}}=\frac{g}{a_t},\qquad
g=\frac{\arcsin\sqrt{1-\beta^2}}{\sqrt{1-\beta^2}}.
\end{equation}
Thus $E=A/a_t^2-ZCg/a_t$. Setting $dE/da_t=0$ gives $a_t=2A/(ZCg)$ and $E=-Z^2C^2g^2/(4A)$. The best $\beta$ does not depend on $Z$. For $Z=1$ the minimum gives a binding energy $R=29.6$ meV, with $a_t=2.44$ nm and $a_l=1.40$ nm.

At the minimum the attraction is $-ZCg/a_t=2E=-2Z^2R$, so $Cg/a_t=2ZR$. The separation of two electrons in this orbital is also isotropic in scaled space, so the same angular average applies and
\begin{equation}
J=\frac58\,\frac{Cg}{a_t}=\frac54ZR=\frac52R\quad(Z=2).
\end{equation}
This is $74$ meV; the given separation is $3.9$ times larger. The predicted ion binding is $4R=118$ meV, against roughly $0.6$ eV for the real ion. A spherical orbital with the same repulsion would have radius $C/(4R)=1.04$ nm. The inferred orbital is about four times smaller.

\subsection*{Is the smaller orbital compatible with the theory?}

Effective-mass theory needs an envelope that varies slowly over a unit cell and is built from states near a band minimum. Three measures show whether $a=0.27$ nm meets this need.

\textit{Weight near the nucleus.} With $y=r/a$, the probability inside radius $r$ is
\begin{equation}
\int_0^y4v^2e^{-2v}dv=1-e^{-2y}(1+2y+2y^2),
\end{equation}
since the right side vanishes at $y=0$ and has derivative $4y^2e^{-2y}$. Within one bond length it is $26\%$, compared with $1.1\%$ for radius $1.04$ nm. A quarter of the charge lies where the potential is that of the selenium core and its bonds, not a screened point charge.

\textit{Spread in wavevector.} The radial function $2ra^{-3/2}e^{-r/a}$ has the sine transform
\begin{equation}
\sqrt{\frac2\pi}\,\frac{2}{a^{3/2}}\int_0^\infty re^{-r/a}\sin kr\,dr
=\sqrt{\frac2\pi}\,\frac{4ka^{3/2}}{(1+k^2a^2)^2},
\end{equation}
because the integral is the imaginary part of $(1/a-ik)^{-2}$. Squaring and integrating up to $k$, with $t=ka$, gives
\begin{align}
W(t)&=\frac{32}{\pi}\int_0^t\frac{v^2\,dv}{(1+v^2)^4}\nonumber\\
&=\frac2\pi\left[\arctan t+\frac{t(3t^4+8t^2-3)}{3(1+t^2)^3}\right].
\end{align}
To confirm the integral, differentiate the bracket. Over the common denominator $3(1+t^2)^4$, the two numerators are $3+9t^2+9t^4+3t^6$ and $-3+39t^2-9t^4-3t^6$. They add to $48t^2$, which gives $16t^2/(1+t^2)^4$ as required.

The distance from a minimum to X is $0.15\times2\pi/(0.543\ \mathrm{nm})=1.74$ nm$^{-1}$, so $t=0.467$ and $W=22\%$. For radius $1.04$ nm, $W=95\%$; for the ellipsoidal $Z=2$ orbital it is $93\%$. This distance is a scale, not a sharp limit, and it applies along the valley axis towards X, so a sphere of this radius is a severe test. Counting only the component along the axis, $17\%$ of the compact envelope lies beyond X, against $2\%$ for the effective-mass ion.

\textit{Kinetic energy.} A spherical 1s envelope has $\langle k_i^2\rangle=1/(3a^2)$ in each direction. One parabolic valley then gives
\begin{equation}
T=\frac{\hbar^2}{2m_ca^2},\qquad \frac{m_e}{m_c}=\frac13\left(\frac{2}{\mu_t}+\frac1{\mu_l}\right),
\end{equation}
with $m_c=0.258\,m_e$ and $T=2.0$ eV. The ellipsoid with the optimal $\beta$ and the same repulsion has $T=1.8$ eV. Both values exceed the gap. It is not the electron's true kinetic energy; it shows that the parabolic band has been used outside its range.

The answer to the second question is therefore no: one-band effective-mass theory cannot describe this ground state quantitatively. The value $0.27$ nm is itself a model length, obtained by assuming a 1s shape and bulk screening, and is not a measured size. The measures above also treat one valley, whereas the real ground state is the symmetric combination of all six, whose interference concentrates charge at the nucleus. If the valley factors are taken as plane waves, a spherical envelope with $a=0.269$ nm has a repulsion of $410$ meV, and $286$ meV requires $a=0.337$ nm, with $37\%$ of the charge within one bond length. True Bloch functions would change these numbers; the envelope remains far smaller than $1.04$ nm in this estimate.

\subsection*{Relaxation and incomplete screening}

\textit{Relaxation.} Placing both electrons in the ion's orbital $\phi_+$ gives a trial state for D$^0$. Hence $E(\mathrm{D}^0)\le2E(\mathrm{D}^+)+J[\phi_+]$, or $U\le J[\phi_+]$. Conversely, the Hartree--Fock orbital $\phi_0$ of the neutral donor is a trial state for D$^+$, which gives $J[\phi_0]\le U$ when $U$ is also taken in Hartree--Fock theory. For 1s shapes and the Hartree--Fock $U$, the estimate thus lies between a smaller ion radius and a larger neutral radius. Correlation lowers $U$, so the lower bound is not guaranteed for the exact $U$; it holds numerically in the two models below.

An isotropic effective-mass double donor is a helium atom with rescaled length and energy, so helium gives the size of the effect. In a finite Gaussian basis, full configuration interaction gives $U=1.097$ hartree, while the repulsions are $1.250$ hartree in the ion orbital and $1.026$ hartree in the neutral one. At fixed $U$ the equivalent radii are $0.269\times1.097/1.250=0.236$ nm and $0.269\times1.097/1.026=0.288$ nm. The complete-basis value of $U$ is about $1.096$ hartree, which lowers the second radius to $0.287$ nm. Transferring these ratios assumes that selenium relaxes as a Coulomb centre does. A short-range well changes the ratios by an amount that depends on its radius. At a fixed ion binding of $600$ meV, a well of radius $0.06$ nm relaxes as much as helium and one of $0.03$ nm slightly more, while wider wells relax less: for the well model below, one bond length in radius, Hartree--Fock theory gives $U/J[\phi_+]=0.95$ and $U/J[\phi_0]=1.06$, against $0.91$ and $1.11$ for helium at the same level.

\textit{Screening.} In the Resta model the valence electrons respond as a Thomas--Fermi gas within a radius $R_s$ of a point charge. With $C_0=\varepsilon C$, the repulsion $w$ obeys $(sw)''=q^2s\,[w-w(R_s)]$ inside and equals $C_0/(\varepsilon s)$ outside. The inner solution that approaches $C_0/s$ at the origin and is continuous at $R_s$ is
\begin{equation}
w(s)=\frac{C_0\sinh[q(R_s-s)]}{s\sinh qR_s}+\frac{C_0}{\varepsilon R_s}.
\end{equation}
Equal slopes at $R_s$ require $q/(R_s\sinh qR_s)=1/(\varepsilon R_s^2)$, or $\sinh(qR_s)/(qR_s)=\varepsilon$. For $N=32$ valence electrons per cubic cell of volume $\Omega$, $k_F=(3\pi^2N/\Omega)^{1/3}$ and $q^2=4k_F/(\pi a_B)$, where $a_B$ is the Bohr radius. This gives $q=20.9$ nm$^{-1}$ and $R_s=0.225$ nm.

Averaging $w$ over $p(s)$ at $a=0.269$ nm raises the repulsion from $286$ to $335$ meV. Restoring $286$ meV requires $a=0.305$ nm, where $T$ is still $1.6$ eV. Combined with the helium-like ratios, the ion and neutral radii become $0.275$ and $0.322$ nm. The size of the correction depends on the screening model: the form $\varepsilon(k)=1+[(\varepsilon-1)^{-1}+1.563\,k^2/q^2+\hbar^2k^4/(4m_e^2\omega_p^2)]^{-1}$, with $\omega_p$ the valence plasma frequency, gives $388$ meV and $a=0.333$ nm.

\begin{center}
\begin{tabular}{lc}
\hline
Case, at $U=286$ meV unless stated & Radius (nm)\\
\hline
Frozen orbital, bulk screening & 0.269\\
Ion, helium-like relaxation & 0.236\\
Neutral donor, helium-like relaxation & 0.288\\
Frozen orbital, Resta screening & 0.305\\
Frozen orbital, $U$ larger by 26 meV & 0.247\\
Frozen orbital, $U$ smaller by 26 meV & 0.296\\
\hline
\end{tabular}
\end{center}

The last two rows shift $U$ by the thermal energy at 300 K, as a measure of sensitivity; they do not predict the temperature dependence. Every radius in the table is well below the effective-mass value of $1.04$ nm.

\subsection*{Where effective-mass theory survives}

Consider the ion in an isotropic one-band model with the same $R$, and add an attractive well one bond length in radius. A depth of $5.4$ eV ($5.3$ eV on a coarse radial grid of $0.005$ nm) raises the 1s binding from $118$ meV to the assumed $600$ meV. The 2p binding changes from $29.61$ to $29.64$ meV.

The reason is the small p-state density near the nucleus. With $b=1.04$ nm, the unperturbed 2p radial density is $r^4e^{-r/b}/(24b^5)$. Its weight inside radius $\rho$ is at most $\rho^5/(120b^5)$, about $5\times10^{-6}$ for $\rho=0.235$ nm. Multiplied by the depth, this bounds the first-order shift by $0.027$ meV; its actual value is $0.022$ meV, and higher orders raise the total to the $0.030$ meV found.

These 2p numbers belong to the isotropic model. With the silicon masses, ellipsoidal trial functions give about $44$ meV for 2p$_0$ and $24$ meV for 2p$_\pm$, and a well of the same depth shifts them in first order by about $0.16$ and $0.01$ meV, still small against their binding.

The well is an illustration, not a selenium potential, and the one-band equation is not justified inside it. Its 1s orbital has a bulk-screened repulsion of about $270$ meV, although only the binding was fitted. This is an upper bound on the model's $U$: letting the orbital relax in Hartree--Fock theory gives $U=257$ meV, $10\%$ below the given separation, and correlation lowers it by about $3$ meV more. The value depends on the chosen radius: with the depth refitted to $600$ meV, the Hartree--Fock $U$ is $305$ meV for a well of radius $0.06$ nm and $224$ meV for $0.40$ nm. A deep level and a large $U$ are thus compatible features of one compact orbital; the rough agreement does not validate the well.

\subsection*{The real donor}

Real selenium donors bind their first and second electrons by roughly $0.3$ and $0.6$ eV, far more than a shallow donor, while their p-like excited states lie near effective-mass positions. The assumption that fails is a slowly varying one-band envelope around a screened point charge. In the ion model above, a short-range well was added to that point charge and its depth fitted to the assumed ground-state binding, about five times the effective-mass value; the same well hardly moves the 2p level. A quantitative ground state needs the core potential, the coupling of the six valleys, several bands, local screening and the relaxation of neighbouring atoms; the last is not estimated here. The numerical output lists the inputs and the main values.

\section*{Table of computed values}
\begin{verbatim}
Input level separation: 286 meV
Input bulk relative permittivity: 11.7
Input lattice constant: 0.543 nm
Input longitudinal mass / electron mass: 0.92
Input transverse mass / electron mass: 0.19
Input gap, rough: 1.1 eV
Input valley position / Gamma-X distance: 0.85
Input ion binding for well, rough: 0.6 eV
Screened Coulomb constant: 0.12307 eV nm
Estimated radius parameter a: 0.2690 nm
Estimated radius parameter a: 2.69 angstrom
Mean 1s radius: 0.403 nm
Repulsion by shell integration: 286.00 meV
Silicon bond length: 0.235 nm
Radius / lattice constant: 0.495
Helium U, Hartree-Fock: 1.1382 Hartree
Helium U, full CI in basis: 1.0970 Hartree
Helium neutral-orbital repulsion: 1.0257 Hartree
Helium ion-orbital repulsion: 1.2497 Hartree
Ion radius with Coulomb relaxation: 0.236 nm
Neutral radius with Coulomb relaxation: 0.288 nm
EMT single-donor binding R: 29.61 meV
EMT Z=1 transverse radius: 2.436 nm
EMT Z=1 longitudinal radius: 1.397 nm
EMT Z=2 equivalent radius: 1.039 nm
EMT Z=2 ion binding: 118.4 meV
EMT frozen repulsion: 74.0 meV
EMT U with isotropic CI ratio: 65.0 meV
Input U / EMT frozen repulsion: 3.86
Probability inside bond-length sphere: 25.6 %
Same at EMT Z=2 radius: 1.1 %
Conductivity mass / electron mass: 0.258
One-band kinetic energy at a: 2.04 eV
Valley-to-X distance: 1.736 1/nm
Inverse estimated radius: 3.718 1/nm
Envelope probability inside valley-to-X: 21.7 %
Same at EMT Z=2 radius: 95.0 %
Resta Thomas-Fermi wavevector: 20.86 1/nm
Resta screening radius: 0.225 nm
Locally screened repulsion at a: 334.6 meV
Radius with Resta screening: 0.305 nm
One-band kinetic energy at Resta radius: 1.59 eV
Isotropic mass in well model / electron mass: 0.298
Fitted central-well depth: 5.32 eV
1s binding without well: 118.4 meV
1s binding with well: 600.0 meV
2p binding without well: 29.605 meV
2p binding with well: 29.635 meV
Well-orbital bulk-screened repulsion: 270.4 meV
Well-orbital equivalent 1s radius: 0.285 nm
Well-orbital mean radius: 0.445 nm
Thermal energy at 300 K: 25.9 meV
Radius if U is larger by that energy: 0.247 nm
Radius if U is smaller by that energy: 0.296 nm
\end{verbatim}
